Vortex gyration in a thin magnetic disk: the missing harmonic

**Problem.** A soft magnetic disk of thickness L = 10 nm and radius R = 100 nm has μ₀Ms = 1 T and g = 2. Its magnetization circulates around a small central core, where it turns out of the plane. In the two-vortex model, a displaced core gyrates about the disk centre at the angular frequency

ω = (5/(9π)) γ μ₀Ms L/R.

Derive the coefficient, decide whether it is exact within the model, and find the frequency in GHz. Then judge how far the result can be trusted for this disk.

SI units are used, with γ = gμ_B/ħ > 0 in rad/(s T). The unit vector m is the magnetization divided by Ms. In-plane lengths are scaled by R, so ζ = (x + iy)/R = ρe^{iφ}, and s is the core displacement X divided by R.

**A tempting solution**

A displacement s along x produces the magnetic charge R div m = 2s sin φ. (This is correct and is derived below.) The energy of this charge follows from the Coulomb kernel, expanded in angular harmonics:

1/|ρ − ρ′| = Σ_{n≥0} cos n(φ − φ′) ∫₀^∞ J_n(kρ) J_n(kρ′) dk.

Only n = 1 couples to sin φ. The energy gives a stiffness, and the stiffness divided by the gyroconstant gives

ω = (I/2) γ μ₀Ms L/R, I = ∫₀^∞ a(k)² dk, a(k) = ∫₀¹ ρ J₁(kρ) dρ.

Since I = 0.1765, the coefficient is 0.088 and the frequency is 0.25 GHz. The quoted formula would then be too large by a factor of two.

**The fault**

The fault is in the kernel. The expansion runs over all integers n, with factors e^{in(φ−φ′)}. The terms n and −n are equal in size, because J_{−n}(u)J_{−n}(v) = J_n(u)J_n(v), and together they give 2 cos n(φ − φ′). Only n = 0 stands alone:

1/|ρ − ρ′| = ∫₀^∞ [J₀(kρ)J₀(kρ′) + 2 Σ_{n≥1} J_n(kρ)J_n(kρ′) cos n(φ − φ′)] dk.

A simple limit decides between the two versions. For ρ ≪ ρ′, the dipole term of the kernel is (ρ/ρ′²) cos(φ − φ′). In the same limit J₁(kρ) ≈ kρ/2, and ∫₀^∞ k J₁(kρ′) dk = 1/ρ′² in the convergent-factor sense, so the Bessel integral is ρ/(2ρ′²). The factor 2 is needed to recover the dipole term.

**The right solution**

*The magnetization.* Outside the core, the two-vortex ansatz is

m_x + i m_y = iF/|F|, F = (ζ − s)(1 − s*ζ).

The first factor is a vortex at s and the second an image vortex outside the disk. On the rim ζζ* = 1, so ζ − s = ζ(1 − sζ*) and F = ζ|1 − s*ζ|². The magnetization there points along iζ, which is tangential, and the rim carries no charge.

*The charge.* Take s real and small. The in-plane angle is Φ = π/2 + arg(ζ − s) + arg(1 − sζ). To first order,

arg(ζ − s) = φ + Im ln(1 − s/ζ) ≈ φ + (s/ρ) sin φ,
arg(1 − sζ) ≈ −sρ sin φ.

The magnetization is thus turned from the azimuthal direction by δΦ = s(1/ρ − ρ) sin φ. This gives m_ρ = −δΦ, while m_φ = 1 up to order s². Hence

R div m = (1/ρ) ∂(ρm_ρ)/∂ρ = −(s/ρ) sin φ · d(1 − ρ²)/dρ = 2s sin φ.

The expansion in s/ρ fails within a distance of order s from the centre, but the charge stays of order s there. In coordinates centred on the core, the vortex factor alone has no divergence, and the image turns it by −sρ sin φ, which again gives 2s sin φ. The small region therefore does not affect the energy at order s².

*The energy.* The volume charge is −Ms div m. For L ≪ R it acts as a sheet with density σ = −2sMsL sin φ/R. In scaled coordinates, the two area elements give R⁴ and the inverse distance gives 1/R:

W = (μ₀/8π) ∬ σσ′/|r − r′| d²r d²r′ = (μ₀s²Ms²L²R/2π) Q,
Q = ∬ sin φ sin φ′/|ρ − ρ′| d²ρ d²ρ′.

The angular integral of sin φ sin φ′ cos(φ − φ′) is π². With the factor 2 from the kernel, Q = 2π²I, so

W = πμ₀Ms²L²R I s².

Setting W = κX²/2 with X = sR gives κ = 2πμ₀Ms²L²I/R. The centred vortex has no in-plane charge, so second-order changes of m do not contribute at this order.

*The motion.* Without damping, dm/dt = −γ m × B, where B = −(1/Ms) δW/δm. Taking the cross product with m gives m × dm/dt = γ[B − m(m·B)]. Let m depend on time only through the core position (X, Y). Multiplying by ∂m/∂X or ∂m/∂Y and integrating over the volume gives

−N dY/dt = −(γ/Ms)κX, N dX/dt = −(γ/Ms)κY,
N = ∫ m·(∂m/∂X × ∂m/∂Y) dV.

Write m_z = cos Θ. The integrand is sin Θ (∂_XΘ ∂_YΦ − ∂_YΘ ∂_XΦ), which vanishes outside the core because Θ = π/2 there. A small core moves almost rigidly, so the integrand is sin Θ Θ′(r)/r, with r measured from the core. For a core pointing up,

N = 2πL ∫ sin Θ dΘ = 2πL,

with Θ running from 0 to π/2. The orbit is a circle, counterclockwise for this polarity and clockwise for the other. With the gyroconstant G = 2πLMs/γ,

ω = κ/G = I γ μ₀Ms L/R.

*The coefficient.* Define h(ρ,ρ′) = ∫₀^∞ J₁(kρ)J₁(kρ′) dk, so that I = ∫₀¹∫₀¹ ρρ′h dρ dρ′. Rescaling k shows that h(tρ′,ρ′) = h(t)/ρ′, where h(t) = h(t,1). By symmetry, take twice the region ρ < ρ′ and set ρ = tρ′:

I = 2 ∫₀¹ ρ′² dρ′ ∫₀¹ t h(t) dt = (2/3) ∫₀¹ t h(t) dt.

Projecting the kernel on cos ψ gives

h(t) = (1/2π) ∫₀^{2π} cos ψ/√(1 + t² − 2t cos ψ) dψ.

The root equals |1 − te^{iψ}|. Expand (1 − u)^{−1/2} = Σ c_j u^j, where c_j = c_{j−1}(2j − 1)/(2j) and c₀ = 1. Only powers of e^{iψ} differing by one survive, so

t h(t) = Σ_{j≥1} c_j c_{j−1} t^{2j}.

The complete elliptic integrals of modulus t have the series K = (π/2) Σ c_j² t^{2j} and E = (π/2) Σ c_j² t^{2j}/(1 − 2j). Their difference has the coefficients c_j²·2j/(2j − 1) = c_j c_{j−1}. Thus

t h(t) = (2/π)[K(t) − E(t)].

Now use K = ∫₀^{π/2} dα/√(1 − t² sin²α) and E = ∫₀^{π/2} √(1 − t² sin²α) dα, and integrate over t first:

∫₀¹ dt/√(1 − t² sin²α) = α/sin α,
∫₀¹ √(1 − t² sin²α) dt = ½(α/sin α + cos α).

Subtracting and integrating over α gives

∫₀¹ (K − E) dt = ½ ∫₀^{π/2} (α/sin α) dα − ½.

Integration by parts turns the remaining integral into −∫₀^{π/2} ln tan(α/2) dα, since the boundary terms vanish. With u = tan(α/2) it becomes −2∫₀¹ ln u/(1 + u²) du. Expanding 1/(1 + u²) and using −∫₀¹ u^{2n} ln u du = 1/(2n + 1)² gives 2Cat, where Cat = 1 − 1/9 + 1/25 − … is Catalan's constant. Therefore ∫₀¹ (K − E) dt = Cat − ½, and

I = (4Cat − 2)/(3π) = 0.17654.

The quoted 5/(9π) = 0.17684 is a close rational rounding, high by 0.17 % relative to this value. It is not exact even within the model.

A direct sum checks the factor of two without Bessel functions. The charge of the full ansatz at s = 0.05, placed on a grid of 300 × 300 square cells across the disk, gives 0.1761 for I.

*The frequency.* With γ = 1.75882 × 10¹¹ rad/(s T),

ω = 0.176839 × 1.75882 × 10¹¹ × 1 × 0.1 = 3.110 × 10⁹ rad/s,
f = ω/(2π) = 0.495 GHz.

This is 0.50 GHz to two figures, with a period of 2.02 ns. The Catalan coefficient gives 0.494 GHz. The difference is far smaller than the shifts from finite thickness and exchange found below.

**How far to trust it**

*Finite thickness.* Charges at heights z and z′ are farther apart than in a sheet, which inserts exp(−k|z − z′|/R) in the k integral. Averaging over both heights gives the factor

(2/x)[1 − (1 − e^{−x})/x], x = kL/R,

which is 1 − x/3 for small x. The Bessel closure relation gives ∫₀^∞ k a² dk = ∫₀¹ ρ dρ = ½, so I changes by −L/(6R) at first order. Here that is −0.017, or about −9 %. The full factor gives I = 0.1615, a reduction of 8.5 %, and f = 0.452 GHz.

*Exchange.* Outside the core, the exchange energy is AL∫|∇Φ|² d²r. Since Φ − π/2 is the imaginary part of ln F, its gradient has the same size as that of ψ = ln|F|, which is harmonic. The integral therefore reduces to boundary terms ∮ψ ∂_nψ. On the rim ∂_ρψ = ∂_φΦ = 1, and the mean of ψ = 2 ln|1 − sζ| is zero. A small circle of scaled radius ε around the core contributes −2π[ln ε + ln(1 − s²)]. Hence

W_ex = constant − 2πAL ln(1 − s²) ≈ constant + 2πALs².

The added stiffness is 4πAL/R², and dividing by G gives ω_ex = 2γA/(MsR²). With the rough value A = 13 pJ/m this is 0.092 GHz, or 18.5 % of the thin-disk frequency.

Within the ansatz, this shift does not depend on L, whereas the thin-disk magnetostatic frequency is proportional to L. Their ratio is

ω_ex/ω = 2A/(I μ₀Ms² L R).

For the prescribed shape, neglecting exchange therefore needs more than L ≪ R: the product LR must also be much larger than 2A/(Iμ₀Ms²). Free magnetization can adjust its pattern to lower the energy, so this condition need not carry over unchanged to a real disk. The magnetization at the rim also need not stay tangential. Already in this disk the free small-amplitude mode has a radial component at the rim of amplitude about 0.37 s (zero in the ansatz, s for a rigid shift), rising to about 0.5 s at L = 2 nm, and exchange and core terms then supply about 0.045 GHz of its frequency, half the ansatz value.

*Core, damping and temperature.* These estimates take a core radius b = 10 nm and an in-plane magnetization 2br/(b² + r²) for r < b. The smooth core changes the charge and lowers G by 0.4 %, moving 0.452 GHz to 0.454 GHz. Adding exchange gives a combined estimate of 0.546 GHz within the ansatz.

Gilbert damping adds αm × dm/dt to the equation of motion. With the viscous ratio d = α∫|∂m/∂X|² dV/N, the position Z = X + iY obeys

dZ/dt = ω(i − d)Z/(1 + d²).

For α = 0.01 and the assumed core, d = 0.018. (The relaxed core is wider, with m_z = ½ near 7.7 nm instead of 5.8 nm; it gives d = 0.015 and a decay time near 23 ns for the free mode.) With ω and κ taken from the 5/(9π) formula, the orbit shrinks by a factor e in roughly 18 ns, while the frequency falls by a fraction of only d², about 0.0003. At 300 K, equipartition gives an rms distance of the core from the disk centre of √(2k_BT/κ), about 3 nm, which is small compared with R.

*Shape of the mode.* The ansatz prescribes how the whole disk responds to a core displacement. A micromagnetic simulation lets that shape change. It used one layer of 5 nm cells, the same A, α and initial core profile, no thermal noise, and a start displacement of 15 nm. The phase of the average in-plane magnetization, fitted from 0.6 to 3.6 ns, gave 0.451 GHz. This is 9 % below the 5/(9π) formula and 17 % below the combined estimate. The value is not converged: for a smooth rim, a relaxed core and small amplitude, the linearized equation of motion gives 0.464 GHz, about 3 % higher, which is 6 % below the formula and 15 % below the combined estimate.

Most of the second gap arises because the free magnetization finds a softer response than the prescribed one: on the same relaxed core the ansatz gives 0.548 GHz and the free mode 0.464 GHz. The coarse cells, the stepped rim, the finite start displacement and the short fit, which covers only about 1.4 turns, together account for the remaining 0.013 GHz or so. The near equality with the 0.452 GHz obtained from finite thickness alone is no confirmation of that estimate, because it omits exchange. Nor does the 9 % difference from the simple formula measure the size of each omission: within the ansatz, finite thickness and exchange shift the frequency in opposite directions and partly cancel.

**Beside a real disk**

The values of μ₀Ms, g, A and α are roughly those of permalloy, a soft nickel–iron alloy. On the simulation grid, the unrelaxed centred vortex has an energy of 4.22 aJ and the uniform state 7.85 aJ, so a vortex is a reasonable state for this size. This comparison does not rule out other states. Of the corrections calculated within the ansatz, finite thickness and exchange are the largest, with shifts of −8.5 % and +18.5 %. The gap of about 15 % between the combined estimate and the free mode shows that the error of the prescribed shape is of similar size. A sensible reading of the formula is "about half a gigahertz", with an uncertainty of at least 10 %.

A spin-torque oscillator departs further from the model. Its current supplies a torque and an Oersted field, and its orbit may be a sizeable fraction of R, where the small-s expansion no longer holds. Those shifts are not estimated here. The formula describes the weakly excited resonance without current. The numerical output lists the values used.

Computed values

```
mu0*Ms = 1.00 T, g = 2.0
thickness L = 10 nm, radius R = 100 nm
L/R = 0.100
Ms = 795.8 kA/m
gamma = 1.75882e+11 rad/(s T)
coefficient 5/(9 pi) = 0.176839
coefficient (4 Catalan - 2)/(3 pi) = 0.176541
rounded coefficient is high by 0.169 %
Bessel-space integral, thin disk = 0.176540
real-space sum, thin disk = 0.1761
Bessel-space integral, L/R of example = 0.16152
real-space sum, L/R of example = 0.1615
omega with 5/(9 pi) = 3.1103e+09 rad/s
f with 5/(9 pi) = 0.4950 GHz
f with Catalan coefficient = 0.4942 GHz
period = 2.020 ns
gyroconstant G = 2.8428e-13 J s/m^2
stiffness kappa = 8.8419e-04 N/m
rough inputs for neglected effects:
A = 13 pJ/m, alpha = 0.01
core radius b = 10 nm, T = 300 K
f with finite thickness only = 0.4521 GHz
finite-thickness change = -8.5 %
f with thickness and smooth core = 0.4540 GHz
gyroconstant ratio with smooth core = 0.99614
exchange adds = 0.0915 GHz
exchange / thin-disk frequency = 18.5 %
combined ansatz estimate = 0.5456 GHz
damping ratio d = 0.0178
ring-down time = 18.0 ns
thermal rms core radius = 3.06 nm
vortex energy on grid = 4.22 aJ
uniform-state energy on grid = 7.85 aJ
simulation cell = 5.0 nm, time = 3.6 ns
simulation start displacement = 15 nm
simulated frequency = 0.451 GHz
simulation / 5/(9 pi) formula = 0.911
simulation / combined estimate = 0.826
```
